# Small-signal impedance of a self-heated filament and its negative low-frequency resistance

## Question

I am modelling a volatile threshold-switching selector for a crossbar memory cell. The conducting path is an oxide filament whose resistance $R(T)$ falls as it heats. I treat it as one body at temperature $T$, with heat capacity $C$ and thermal conductance $G$ to surroundings at $T_0$:

$$C\frac{dT}{dt}=I^2R(T)-G(T-T_0),\qquad V=IR(T).$$

I want the small-signal impedance at a DC bias point. I argued that a current change $\delta I$ changes the heating by $2IR\,\delta I$, so that $\delta T=2IR\,\delta I/(G+i\omega C)$ and

$$Z\stackrel{?}{=}R+\frac{2I^2RR'}{G+i\omega C},\qquad R'=\frac{dR}{dT}.$$

This tends to $R$ at high frequency, as I expected, but at $\omega=0$ it disagrees with the slope of my static $V(I)$ curve. It even turns negative at bias points where the static voltage is still rising. What is missing? When is the low-frequency resistance really negative, although $V/I$ and the high-frequency resistance are positive? And would a falling $R(T)$ be enough?

My rough numbers are: radius 30 nm, length 20 nm, conductivity $\sigma_0e^{-E/kT}$ with $\sigma_0=1000$ S/cm and $E=0.20$ eV, $1/G=2\times10^6$ K/W, heat capacity 3 J/(cm³ K), $T_0=300$ K and a bias temperature of 500 K.

## Answer

### The missing term

The heating $I^2R(T)$ depends on the current and on the temperature. Your $\delta T$ changes $R$, and the changed $R$ alters the heating again. That feedback is what you left out.

Let $I$, $T$ and $R$ now denote bias values, with $I^2R=G(T-T_0)$. Take perturbations proportional to $e^{i\omega t}$ and keep first-order terms:

$$i\omega C\,\delta T=2IR\,\delta I+I^2R'\,\delta T-G\,\delta T,$$

$$\delta V=R\,\delta I+IR'\,\delta T.$$

Collecting $\delta T$ in the first equation gives

$$\delta T=\frac{2IR\,\delta I}{G-I^2R'+i\omega C}.$$

Inserting this in the second equation and dividing by $\delta I$,

$$Z=R+\frac{2I^2RR'}{G-I^2R'+i\omega C}
=R\,\frac{G+I^2R'+i\omega C}{G-I^2R'+i\omega C}.$$

Now divide numerator and denominator by $G$. The bias condition gives

$$\frac{I^2R'}{G}=\frac{I^2R}{G}\frac{R'}{R}=(T-T_0)\frac{d\ln R}{dT}\equiv\beta .$$

With $\tau=C/G$,

$$\boxed{Z(\omega)=R\,\frac{1+\beta+i\omega\tau}{1-\beta+i\omega\tau}}$$

The number $\beta$ measures the feedback: at fixed current, a temperature error $\delta T$ changes the heating by $\beta G\,\delta T$.

### When the low-frequency resistance is negative

For $\omega\tau\gg1,|\beta|$ the temperature cannot follow the signal, and $Z\to R>0$. At low frequency

$$Z(0)=R\,\frac{1+\beta}{1-\beta}.$$

This is negative when $(1+\beta)(1-\beta)<0$, that is, if and only if $|\beta|>1$. At $\beta=-1$ it vanishes, and at $\beta=1$ it diverges.

The static curve gives the same result without any linearized dynamics. With $P=G(T-T_0)$, we have $V^2=PR$ and $I^2=P/R$. Since $d\ln R/d\ln P=\beta$,

$$2\,d\ln V=(1+\beta)\,d\ln P,\qquad 2\,d\ln I=(1-\beta)\,d\ln P,$$

and the ratio gives $dV/dI=(V/I)(1+\beta)/(1-\beta)$. Your expression would be negative already for $\beta<-1/2$, which explains the conflict you saw.

So a falling resistance is not enough. It must fall so steeply that extra power lowers the voltage: $\beta<-1$. The other case, $\beta>1$, is a resistance that rises steeply enough for extra power to lower the current.

The two cases need different drives. Replace $i\omega$ by $s$, so that perturbations vary as $e^{st}$.

- Under current drive $\delta I=0$, and a free perturbation sits at the pole of $Z$: $s\tau=-(1-\beta)$. It decays if $\beta<1$.
- Under voltage drive $\delta V=0$, and it sits at the zero of $Z$: $s\tau=-(1+\beta)$. It decays if $\beta>-1$.

A bias point with $\beta<-1$ must therefore be held by a current source or a sufficient load resistor. One with $\beta>1$ is stable under voltage drive, where one measures $1/Z$, provided that the body keeps a single temperature. Otherwise one part along the current path can heat up while another cools, even at fixed total voltage, unless heat conduction between them is strong enough.

### The frequency at which the sign changes

Multiply numerator and denominator by $1-\beta-i\omega\tau$. The new numerator is

$$(1+\beta+i\omega\tau)(1-\beta-i\omega\tau)=1-\beta^2+\omega^2\tau^2-2i\beta\omega\tau,$$

so

$$\mathrm{Re}\,Z=R\,\frac{1-\beta^2+\omega^2\tau^2}{(1-\beta)^2+\omega^2\tau^2},\qquad
\mathrm{Im}\,Z=\frac{-2\beta\,\omega\tau R}{(1-\beta)^2+\omega^2\tau^2}.$$

For $|\beta|>1$ the real part is negative below

$$\omega_c=\frac{\sqrt{\beta^2-1}}{\tau}.$$

For $\beta<0$ the reactance is positive, hence inductive. The function $x/(a^2+x^2)$ has its maximum $1/(2a)$ at $x=a$, so the reactance peaks at $\omega\tau=1-\beta$ with height $R|\beta|/(1+|\beta|)$.

An equivalent circuit follows from the admittance:

$$\frac1Z=\frac1R\,\frac{1-\beta+i\omega\tau}{1+\beta+i\omega\tau}
=\frac1R+\frac{-2\beta}{R(1+\beta+i\omega\tau)}.$$

This is $R$ in parallel with a branch $R_s+i\omega L$, where

$$R_s=\frac{R(1+\beta)}{-2\beta},\qquad L=\frac{R\tau}{-2\beta}.$$

The inductance represents the delay of the heating. No magnetic energy is involved.

### Which resistance laws qualify

For your activated law, $R\propto e^{E/kT}$ and $d\ln R/dT=-E/(kT^2)$, so

$$\beta=-\frac{E(T-T_0)}{kT^2}.$$

The condition $\beta<-1$ reads $kT^2-ET+ET_0<0$. It holds between the roots

$$T_\pm=\frac{E}{2k}\left(1\pm\sqrt{1-\frac{4kT_0}{E}}\right),$$

which are real and distinct only if $E>4kT_0$. At 300 K this means $E>0.103$ eV. A more weakly activated filament has falling resistance but no negative slope in this model.

For a metallic filament with $R=R_0[1+a(T-T_0)]$ and $a>0$,

$$\beta=\frac{a(T-T_0)}{1+a(T-T_0)}<1,$$

so $Z(0)$ stays positive. With $a=0.004$ K⁻¹ and a 200 K rise, $\beta=0.8/1.8=0.444$ and $Z(0)=2.6R$.

The case $\beta>1$ needs a steeper law. For $R\propto e^{a(T-T_0)}$ with $a=0.008$ K⁻¹ and the same rise, $\beta=1.6$ and $Z(0)=(2.6/-0.6)R=-4.33R$.

### Your filament

The power is $200\ \text{K}/(2\times10^6\ \text{K/W})=100$ µW. The resistance at 500 K is $R=7.34$ kΩ, so $I=\sqrt{P/R}=117$ µA and $V=IR=0.857$ V. The filament volume gives $C=1.70\times10^{-16}$ J/K and $\tau=C/G=0.339$ ns. Then

$$\beta=-\frac{0.20\ \text{eV}\times200\ \text{K}}{k\,(500\ \text{K})^2}=-1.857,$$

$$Z(0)=7.34\ \text{k}\Omega\times\frac{-0.857}{2.857}=-2.20\ \text{k}\Omega.$$

Your expression would have given $7.34\times(1-3.713)=-19.9$ kΩ. The numerical slope of the static curve is −2.20 kΩ.

The sign changes at $\omega_c\tau=\sqrt{1.857^2-1}=1.564$, or 0.734 GHz:

| Frequency (GHz) | $Z$ (kΩ) |
|---|---|
| 0.01 | $-2.20+0.07i$ |
| 0.1 | $-2.15+0.71i$ |
| 0.734 | $0.00+4.02i$ |
| 3 | $5.75+3.55i$ |
| 30 | $7.32+0.43i$ |

The reactance peaks at 4.77 kΩ near 1.34 GHz. The equivalent branch has $L=0.67$ µH and $R_s=-1.69$ kΩ.

As a test, the full nonlinear heat equation was integrated with a 0.1 % current modulation at $\omega\tau=0.1$, 0.5, 1.5 and 10. The impedance extracted from the voltage differed from the formula by at most $3\times10^{-7}$ of $R$.

The window of negative slope runs from 354 K to 1967 K. At its lower edge the static voltage has a maximum of 1.16 V at 23 µA, and by 500 K it has fallen to 0.857 V. The upper edge is only an extrapolation of the resistance law, far outside the range in which I would trust it.

### Holding the bias point

Suppose a voltage source feeds the filament through a resistor $R_L$. With the source constant, $\delta V+R_L\delta I=0$, so $Z(s)+R_L=0$:

$$R(1+\beta+s\tau)+R_L(1-\beta+s\tau)=0,$$

$$s\tau=-\frac{R(1+\beta)+R_L(1-\beta)}{R+R_L}.$$

For $\beta<-1$ this is negative when $R_L>-R(1+\beta)/(1-\beta)=|Z(0)|$. Here that means more than 2.20 kΩ, if parallel capacitance is negligible. This condition ensures only that small disturbances decay. With 2.5 kΩ and the source set for this bias, there is also a stable cold state near 330 K, and a filament switched on from 300 K stays there. A load above about 4.3 kΩ, the largest magnitude of the negative slope on this static curve, leaves only one steady state at any source voltage. With no resistor, a disturbance grows initially as $e^{0.857t/\tau}$, by a factor $e$ in about 0.4 ns.

Capacitance sets a second limit. Let an ideal current source feed the filament with $C_p$ across it. Then $sC_p+1/Z(s)=0$, and multiplying by $R(1+\beta+s\tau)$ gives

$$RC_p\tau s^2+\left[\tau+RC_p(1+\beta)\right]s+(1-\beta)=0.$$

For $\beta<-1$ the first and last coefficients are positive, so both roots decay only if the middle one is positive too:

$$C_p<\frac{\tau}{R(|\beta|-1)}=54\ \text{fF}.$$

At the limit $s=i\omega$ with

$$\omega^2=\frac{1-\beta}{RC_p\tau}=\frac{(1-\beta)(|\beta|-1)}{\tau^2}=\omega_c^2.$$

The incipient oscillation is therefore at 0.734 GHz. A cell 100 nm square and 20 nm thick with relative permittivity 20 contributes about 0.09 fF, so pads and wiring are the likelier problem.

### When one temperature is not enough

The lumped model hides a condition on where the thermal resistance lies. Consider the opposite extreme: heat leaves only along the filament, into electrodes held at $T_0$, and the thermal conductivity $\kappa$ is constant.

Measure the potential $\phi$ from the midpoint. With current density $j=-\phi'/\rho$, where $\rho$ is the resistivity, the steady heat flux $q=-\kappa T'$ obeys $q'=-j\phi'$. By symmetry $q=0$ where $\phi=0$, so $q=-j\phi$, which gives $\kappa T'=j\phi=-\phi\phi'/\rho$. Hence $\phi\phi'=-\kappa\rho T'$. Integrating from the midpoint, at temperature $T_m$, to an electrode, where $\phi^2=V^2/4$,

$$V^2=8\int_{T_0}^{T_m}\kappa\rho(T)\,dT.$$

The voltage thus rises with $T_m$. If $\rho$ falls with temperature, $T_m$ also rises with current. To see this, perturb the heat balance for a filament of cross-section $A$:

$$-\kappa A\,\delta T''+\frac{I^2|\rho'(T)|}{A}\delta T=\frac{2I\rho}{A}\delta I,$$

with $\delta T=0$ at the ends. For $\delta I>0$ the right side is positive. At an interior minimum with $\delta T\le0$ the left side could not be positive, so $\delta T>0$ throughout the interior. Therefore $dV/dI>0$, however strongly $\rho$ falls.

At your current of 117 µA, with $\kappa=2$ W/(m K), a distributed calculation with such ideally cold electrodes gives $Z(0)\approx+4$ kΩ. The total thermal resistance is then also lower than yours.

With this $\kappa$, your value of $1/G$ implies that most of the thermal resistance lies outside the filament. I put it in the contacts, at 104 MW/(m² K), chosen so that uniform heating gives the same mean temperature rise per watt as before. At the same current the filament is then at 472 K at its ends and 514 K in the middle. The result is $Z(0)=-2.21$ kΩ with a sign change at 0.73 GHz, so the axial temperature differences hardly change the lumped result. This calculation still assumes a uniform temperature across the filament's width.

### How this compares with a real selector

A bias near 1 V and 100 µA is a plausible rough regime for an oxide threshold switch, but your parameters do not describe a particular device. One possible correction is to the conductivity law. If conduction is by hopping and $\sigma$ carries a $1/T$ prefactor, this adds $(T-T_0)/T=0.4$ to $\beta$. With $R$ and the bias temperature held fixed, $\beta$ becomes −1.457 and $Z(0)/R$ moves from −0.30 to −0.19. If your 0.20 eV came from a plot of $\ln\sigma$ against $1/T$ near 500 K, that correction is already included.

At 85 °C ambient and the same current, $\beta=-1.40$, so the slope remains negative. The mean field of 0.43 MV/cm raises the current by about 1 % for 0.5 nm hops. Emission from isolated charged centres would be a different matter. For permittivity 20 this field would lower the barrier by 0.11 eV, about $2.6kT$ at 500 K, with the barrier top 1.3 nm from the centre. I did not use that law because this distance exceeds the hop distance, but the hop distance is only assumed, and field-assisted emission is often invoked for oxide selectors. If 0.20 eV is read as the lowered barrier at this bias, with the same $V/I$, the high-frequency resistance falls to 3.2 kΩ and $Z(0)$ becomes −1.5 kΩ. If it does govern your oxide, $R$ depends on voltage as well and the derivation must be extended.

Three other limits matter. Current may crowd towards one side of the filament. For $\beta<-1$ even a current source does not prevent this, because the total current need not change; lateral heat conduction must smooth out the temperature. With thermally insulated sides, the slowest sideways pattern has wavenumber $1.84/r$ for filament radius $r$. In the lumped picture it decays only if $\kappa(1.84/r)^2\Omega>G(|\beta|-1)$, where $\Omega$ is the filament volume. With your $1/G$ this needs $\kappa>2.01$ W/(m K) at this bias, or $\kappa>1.99$ W/(m K) when the axial temperature profile is included. The value 2 W/(m K) therefore lies at the limit, and 1.5 W/(m K) is clearly too small. Heat stored in the surrounding oxide adds further time constants, so 0.73 GHz belongs to the single-$\tau$ model. Electrode resistance adds directly to $Z$, and more than 2.2 kΩ of it would hide the negative value at the terminals. Dielectric current is negligible at the sign change, at $8.5\times10^{-4}$ of the fixed-temperature conduction current $\delta V/R$ for permittivity 20, but it grows in proportion to frequency. "High frequency" here therefore means well above the thermal rate and still below dielectric relaxation.

## Computed results

```
filament radius, length: 30, 20 nm
activation energy: 0.20 eV
conductivity prefactor: 1000 S/cm
thermal resistance 1/G: 2.00e+06 K/W
volumetric heat capacity: 3.0 J/(cm3 K)
ambient, bias temperature: 300, 500 K
heat capacity C: 1.696e-16 J/K
thermal time tau: 0.3393 ns
bias power: 100.0 uW
bias current: 116.74 uA
bias voltage: 0.8566 V
high-frequency resistance R: 7.338 kOhm
feedback number beta: -1.8567
low-frequency resistance Z(0): -2.200 kOhm
static slope dV/dI: -2.200 kOhm
largest simulation error |dZ|/R: 3.0e-07
Re Z = 0, omega tau: formula 1.5644, simulated 1.5644
Re Z = 0 at frequency: 0.7338 GHz
Z at 0.010 GHz: -2.200 +0.071i kOhm
Z at 0.100 GHz: -2.148 +0.708i kOhm
Z at 0.734 GHz: 0.000 +4.018i kOhm
Z at 3.000 GHz: 5.751 +3.552i kOhm
Z at 30.000 GHz: 7.319 +0.425i kOhm
peak reactance: 4.769 kOhm
peak reactance frequency: 1.340 GHz
equivalent inductance: 0.6704 uH
inductive-branch resistance: -1.693 kOhm
minimum activation energy 4kT0: 0.1034 eV
turnover temperatures: 354.0, 1967 K
lower turnover: 1.159 V, 23.29 uA
minimum stabilizing load: 2.200 kOhm
maximum parallel capacitance: 54.0 fF
metal, a = 0.004 /K: beta 0.444, Z(0)/R 2.600
steep PTC, 0.008 /K: beta 1.60, Z(0)/R -4.333
assumed filament thermal conductivity: 2.0 W/(m K)
contact conductance: 104 MW/(m2 K)
distributed end, middle T: 472.4, 513.6 K
distributed bias voltage: 0.8640 V
distributed Z(0): -2.205 kOhm
distributed Re Z = 0 at: 0.728 GHz
ideally cold electrodes, Z(0): +3.949 kOhm
mean field: 0.428 MV/cm
assumed hop, permittivity: 0.5 nm, 20
field-enhanced hopping, extra current: 1.03 %
Poole-Frenkel barrier-top distance: 1.30 nm
with 1/T prefactor: beta -1.457, Z(0)/R -0.186
85 C ambient, same current: T 522.3 K, beta -1.396
dielectric/conduction current at Re Z = 0: 8.5e-04
cell capacitance, 100 nm square: 0.089 fF
rms temperature fluctuation sqrt(kT^2/C): 0.143 K
```
